# Zero-point energy and RPA trace-log energy of dipole-coupled oscillators: test program

```python
"""
Result under test (atomic units, point dipoles, no retardation):
  E = (1/2) sum_k wbar_k - (3/2) sum_a w_a
    = (1/2 pi) int_0^inf du Tr ln[1 - alpha(iu) T]
for isotropic oscillators with static polarizability alpha_a and frequency w_a,
alpha_a(iu) = alpha_a w_a^2/(w_a^2+u^2). wbar_k are the coupled frequencies.
T_ab = (3 n n - 1)/R^3 gives the field at a of a dipole at b; T_aa = 0.
The second and third orders in T are the London pair energies and the
Axilrod-Teller-Muto (ATM) triple energies.
"""
from itertools import combinations
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad

MEV = 1e3 * physical_constants["Hartree energy in eV"][0]
MICRO = 1e6

# Gauss-Legendre rule mapped to imaginary frequencies 0 < u < infinity
x_leg, w_leg = np.polynomial.legendre.leggauss(80)
U = 0.5 * (1 + x_leg) / (1 - x_leg)
WU = w_leg * 1.0 / (1 - x_leg) ** 2


def dipole_tensor(pos):
    n = len(pos)
    T = np.zeros((3 * n, 3 * n))
    for a in range(n):
        for b in range(n):
            if a != b:
                r = pos[a] - pos[b]
                d = np.linalg.norm(r)
                T[3*a:3*a+3, 3*b:3*b+3] = (
                    3 * np.outer(r, r) / d**5 - np.eye(3) / d**3)
    return T


def potential_matrix(alpha, omega, T, lam=1.0):
    w = np.repeat(omega, 3)
    s = w * np.sqrt(np.repeat(alpha, 3))
    return np.diag(w**2) - lam * np.outer(s, s) * T


def zero_point_shift(alpha, omega, T, lam=1.0):
    C = potential_matrix(alpha, omega, T, lam)
    if np.iscomplexobj(C):
        squares = np.linalg.eigvals(C)
    else:
        squares = np.linalg.eigvalsh(C)
        assert squares.min() > 0, "unstable oscillators"
    return 0.5 * (np.sum(np.sqrt(squares)) - 3 * np.sum(omega))


def alpha_iu(alpha, omega, u):
    return np.repeat(alpha * omega**2 / (omega**2 + u**2), 3)


def response_eigenvalues(alpha, omega, T):
    rows = []
    for u in U:
        root = np.sqrt(alpha_iu(alpha, omega, u))
        rows.append(np.linalg.eigvalsh(np.outer(root, root) * T))
    return np.array(rows)


def trace_log_energy(alpha, omega, T):
    s = response_eigenvalues(alpha, omega, T)
    return WU @ np.log1p(-s).sum(axis=1) / (2 * np.pi)


def trace_order(s, n):
    return -(WU @ (s**n).sum(axis=1)) / (2 * np.pi * n)


def coupling_slope(alpha, omega, T, lam):
    """dE/dlambda from the fluctuations carried by the coupled response."""
    total = 0.0
    for u, weight in zip(U, WU):
        a = alpha_iu(alpha, omega, u)
        chi = np.linalg.solve(np.eye(len(a)) - lam * a[:, None] * T,
                              np.diag(a))
        total -= weight * np.sum(T * chi.T) / (2 * np.pi)
    return total


def taylor(energy, nmax, points=32):
    """Taylor coefficients in the coupling from a circle of complex values."""
    z = np.exp(2j * np.pi * np.arange(points) / points)
    values = np.array([energy(zz) for zz in z])
    return [np.mean(values * z**(-n)).real for n in range(nmax + 1)]


def london_c6(alpha, omega, a, b):
    return (1.5 * alpha[a] * alpha[b] * omega[a] * omega[b]
            / (omega[a] + omega[b]))


def atm_c9(alpha, omega):
    a, b, c = omega
    return (1.5 * np.prod(alpha) * a * b * c * (a + b + c)
            / ((a + b) * (b + c) * (c + a)))


def atm_geometry(pos):
    cosines, volume = [], 1.0
    for a in range(3):
        p = pos[(a + 1) % 3] - pos[a]
        q = pos[(a + 2) % 3] - pos[a]
        cosines.append(p @ q / np.linalg.norm(p) / np.linalg.norm(q))
        volume *= np.linalg.norm(p)**3
    return 1 + 3 * np.prod(cosines), volume


alpha = np.array([10.0, 12.0, 8.0])
omega = np.array([0.5, 0.4, 0.6])
triangle = np.array([[0.0, 0, 0], [7, 0, 0], [3, 6, 0]])
chain = np.array([[0.0, 0, 0], [7, 0, 0], [14, 0, 0]])
T = dipole_tensor(triangle)
names = "ABC"
pairs = list(combinations(range(3), 2))

# Dipole tensor against Coulomb energies of four point charges
step = 0.02
T_charges = np.zeros((3, 3))
for i in range(3):
    for j in range(3):
        for si in (1, -1):
            for sj in (1, -1):
                ra = triangle[0] + si * step / 2 * np.eye(3)[i]
                rb = triangle[2] + sj * step / 2 * np.eye(3)[j]
                T_charges[i, j] -= si * sj / np.linalg.norm(ra - rb) / step**2
T_block = T[0:3, 6:9]
assert np.max(abs(T_charges - T_block)) < 1e-4 * np.max(abs(T_block))

# Full quantum diagonalization of a pair in a number-state basis
R_pair = 5.0
levels = 18
ladder = np.diag(np.sqrt(np.arange(1.0, levels)), 1)
coordinate = ladder + ladder.T
number = np.diag(np.arange(levels) + 0.5)
one = np.eye(levels)
d_trans = np.sqrt(alpha * omega / 2)
dipole_product = d_trans[0] * d_trans[1] * np.kron(coordinate, coordinate)


def number_state_pair(t):
    H = (omega[0] * np.kron(number, one) + omega[1] * np.kron(one, number)
         - t * dipole_product)
    e, v = np.linalg.eigh(H)
    ground = v[:, 0]
    return e[0] - (omega[0] + omega[1]) / 2, ground @ dipole_product @ ground


t_long, t_side = 2 / R_pair**3, -1 / R_pair**3
e_long, correlation = number_state_pair(t_long)
E_fock = e_long + 2 * number_state_pair(t_side)[0]
T_pair = dipole_tensor(np.array([[0.0, 0, 0], [0, 0, R_pair]]))
E_pair = zero_point_shift(alpha[:2], omega[:2], T_pair)
assert abs(E_fock - E_pair) < 1e-10
aA = alpha[0] * omega[0]**2 / (omega[0]**2 + U**2)
aB = alpha[1] * omega[1]**2 / (omega[1]**2 + U**2)
correlation_response = WU @ (aA * aB * t_long / (1 - aA * aB * t_long**2)) / np.pi
assert abs(correlation - correlation_response) < 1e-8

# Determinant identity and logarithmic integral
squares = np.linalg.eigvalsh(potential_matrix(alpha, omega, T))
modes = np.sqrt(squares)
for u in (0.0, 0.3, 1.1):
    det_response = np.linalg.det(
        np.eye(9) - alpha_iu(alpha, omega, u)[:, None] * T)
    det_modes = np.prod((squares + u**2) / (np.repeat(omega, 3)**2 + u**2))
    assert abs(det_response - det_modes) < 1e-12
log_integral = quad(lambda u: np.log((0.49 + u*u) / (0.16 + u*u)), 0, np.inf)[0]
assert abs(log_integral - np.pi * (0.7 - 0.4)) < 1e-7

# The same energy by four roads
E_modes = zero_point_shift(alpha, omega, T)
E_log = trace_log_energy(alpha, omega, T)
x_lam, w_lam = np.polynomial.legendre.leggauss(12)
E_adiabatic = sum(0.5 * w * coupling_slope(alpha, omega, T, 0.5 * (1 + x))
                  for x, w in zip(x_lam, w_lam))
d9 = np.repeat(d_trans, 3)
K = -np.outer(d9, d9) * T
A = np.diag(np.repeat(omega, 3)) + K
rpa = np.linalg.eigvals(np.block([[A, K], [-K, -A]]))
assert np.max(abs(rpa.imag)) < 1e-10
rpa_positive = np.sort(rpa.real[rpa.real > 0])
assert np.allclose(rpa_positive, modes, atol=1e-11, rtol=0)
E_plasmon = 0.5 * (rpa_positive.sum() - np.trace(A))
for other in (E_log, E_adiabatic, E_plasmon):
    assert abs(other - E_modes) < 1e-11
h = 1e-3
slope_modes = (zero_point_shift(alpha, omega, T, 0.6 + h)
               - zero_point_shift(alpha, omega, T, 0.6 - h)) / (2 * h)
# central difference has an error of order h squared times the third derivative
assert abs(slope_modes - coupling_slope(alpha, omega, T, 0.6)) < 1e-10

# Orders of the diagonalized energy against London, ATM and trace formulas
orders = taylor(lambda z: zero_point_shift(alpha, omega, T, z), 6)
s_tri = response_eigenvalues(alpha, omega, T)
for n in range(2, 7):
    assert abs(orders[n] - trace_order(s_tri, n)) < 1e-12
assert abs(orders[0]) < 1e-13 and abs(orders[1]) < 1e-13
c6, distance, london = {}, {}, {}
for a, b in pairs:
    distance[a, b] = np.linalg.norm(triangle[a] - triangle[b])
    c6[a, b] = london_c6(alpha, omega, a, b)
    london[a, b] = -c6[a, b] / distance[a, b]**6
    c6_quad = 3 / np.pi * quad(
        lambda u: alpha_iu(alpha, omega, u)[3*a]
        * alpha_iu(alpha, omega, u)[3*b], 0, np.inf)[0]
    assert abs(c6_quad - c6[a, b]) < 1e-6
E2 = sum(london.values())
c9 = atm_c9(alpha, omega)
c9_quad = 3 / np.pi * quad(
    lambda u: np.prod(alpha_iu(alpha, omega, u)[::3]), 0, np.inf)[0]
assert abs(c9_quad - c9) < 1e-5
factor, volume = atm_geometry(triangle)
E3 = c9 * factor / volume
assert abs(orders[2] - E2) < 1e-12
assert abs(orders[3] - E3) < 1e-12
T_chain = dipole_tensor(chain)
factor_chain, volume_chain = atm_geometry(chain)
E3_chain = c9 * factor_chain / volume_chain
chain_orders = taylor(lambda z: zero_point_shift(alpha, omega, T_chain, z), 3)
assert abs(chain_orders[3] - E3_chain) < 1e-12
assert E3 > 0 > E3_chain


def pair_sum(lam=1.0):
    return sum(zero_point_shift(alpha[[a, b]], omega[[a, b]],
                                dipole_tensor(triangle[[a, b]]), lam)
               for a, b in pairs)


pair_orders = taylor(pair_sum, 4)
assert abs(pair_orders[3]) < 1e-13
assert abs(pair_orders[2] - E2) < 1e-12
E_nonadd = E_modes - pair_sum()
nonadd4 = orders[4] - pair_orders[4]
assert nonadd4 < 0 and pair_orders[4] < 0
assert abs(E_nonadd - E3 - nonadd4) < abs(E_nonadd - E3)

# Equilateral triangle: stability is weaker than convergence of the series
unit_triangle = np.array([[0.0, 0, 0], [1, 0, 0], [0.5, np.sqrt(0.75), 0]])
T_unit = dipole_tensor(unit_triangle)
spectrum = np.linalg.eigvalsh(T_unit)
assert abs(spectrum[-1] - 2.5) < 1e-12 and abs(spectrum[0] + 3.5) < 1e-12
same_omega = np.full(3, 0.5)
equilateral = {}
for ratio in (0.25, 0.34):
    a_eq = np.full(3, ratio)
    e_eq = zero_point_shift(a_eq, same_omega, T_unit)
    assert abs(e_eq - trace_log_energy(a_eq, same_omega, T_unit)) < 1e-9
    s_eq = response_eigenvalues(a_eq, same_omega, T_unit)
    equilateral[ratio] = (e_eq, s_eq)
e_conv, s_conv = equilateral[0.25]
series_conv = sum(trace_order(s_conv, n) for n in range(2, 201))
assert abs(series_conv - e_conv) < 1e-9
e_div, s_div = equilateral[0.34]
terms = {n: trace_order(s_div, n) for n in (10, 20, 40)}
assert abs(terms[40]) > abs(terms[20]) > abs(terms[10])
low = [np.linalg.eigvalsh(potential_matrix(np.full(3, r), same_omega, T_unit))[0]
       for r in (0.39, 0.41)]
assert low[0] > 0 > low[1]

print("Static polarizabilities A,B,C (bohr^3):", *alpha)
print("Bare frequencies A,B,C (hartree):", *omega)
print("Positions A,B,C (bohr):", triangle[:, :2].tolist())
for a, b in pairs:
    print(f"{names[a]}{names[b]}: R = {distance[a, b]:.4f} bohr,"
          f" C6 = {c6[a, b]:.4f} hartree bohr^6,"
          f" London = {london[a, b]*MICRO:.4f} microhartree")
print("Coupled frequencies (hartree):", *[f"{m:.6f}" for m in modes])
s0 = np.linalg.eigvalsh(np.outer(np.sqrt(np.repeat(alpha, 3)),
                                 np.sqrt(np.repeat(alpha, 3))) * T)
print(f"Static alpha T eigenvalues, lowest and highest: {s0[0]:.5f} {s0[-1]:.5f}")
print(f"E, diagonalization (microhartree): {E_modes*MICRO:.6f}")
print(f"E, trace of logarithm (microhartree): {E_log*MICRO:.6f}")
print(f"E, adiabatic connection (microhartree): {E_adiabatic*MICRO:.6f}")
print(f"E, RPA plasmon formula (microhartree): {E_plasmon*MICRO:.6f}")
print(f"E, diagonalization (meV): {E_modes*MEV:.5f}")
print(f"dE/dlambda at 0.6, modes (microhartree): {slope_modes*MICRO:.4f}")
print("dE/dlambda at 0.6, response (microhartree):",
      f"{coupling_slope(alpha, omega, T, 0.6)*MICRO:.4f}")
print(f"C9 (hartree bohr^9): {c9:.4f}")
print(f"Triangle angular factor: {factor:.5f}")
print(f"London sum (microhartree): {E2*MICRO:.6f}")
print(f"ATM energy (microhartree): {E3*MICRO:.6f}")
for n in range(2, 7):
    print(f"Order {n} from diagonalization (microhartree): {orders[n]*MICRO:.6f}")
print(f"Sum of orders 2 to 6 (microhartree): {sum(orders[2:])*MICRO:.6f}")
print(f"Sum of full pair energies (microhartree): {pair_sum()*MICRO:.6f}")
print(f"Non-additive energy (microhartree): {E_nonadd*MICRO:.6f}")
print(f"Order 4, pair part (microhartree): {pair_orders[4]*MICRO:.6f}")
print(f"Order 4, three-body part (microhartree): {nonadd4*MICRO:.6f}")
print(f"Chain A-B-C, spacing {chain[1, 0]:.1f} bohr: angular factor"
      f" {factor_chain:.4f}, ATM = {E3_chain*MICRO:.6f} microhartree")
print(f"Pair AB at {R_pair:.1f} bohr, number states (microhartree):"
      f" {E_fock*MICRO:.5f}")
print(f"Pair AB, normal modes (microhartree): {E_pair*MICRO:.5f}")
print(f"Axial dipole correlation, number states (e^2 bohr^2): {correlation:.7f}")
print(f"Axial dipole correlation, response (e^2 bohr^2): {correlation_response:.7f}")
print(f"Equilateral R^3 T eigenvalues, lowest and highest:"
      f" {spectrum[0]:.4f} {spectrum[-1]:.4f}")
print(f"Equilateral bare frequency (hartree): {same_omega[0]:.2f}")
print(f"alpha/R^3 = 0.25: E = {e_conv:.8f} hartree,"
      f" series to order 200 = {series_conv:.8f} hartree")
print(f"alpha/R^3 = 0.34: E = {e_div:.8f} hartree")
for n, value in terms.items():
    print(f"alpha/R^3 = 0.34, series term {n} (hartree): {value:.6f}")
print(f"Lowest squared frequency at alpha/R^3 = 0.39 and 0.41 (hartree^2):"
      f" {low[0]:.5f} {low[1]:.5f}")
print("PASS")
```

Printed output:

```
Static polarizabilities A,B,C (bohr^3): 10.0 12.0 8.0
Bare frequencies A,B,C (hartree): 0.5 0.4 0.6
Positions A,B,C (bohr): [[0.0, 0.0], [7.0, 0.0], [3.0, 6.0]]
AB: R = 7.0000 bohr, C6 = 40.0000 hartree bohr^6, London = -339.9944 microhartree
AC: R = 6.7082 bohr, C6 = 32.7273 hartree bohr^6, London = -359.1470 microhartree
BC: R = 7.2111 bohr, C6 = 34.5600 hartree bohr^6, London = -245.7897 microhartree
Coupled frequencies (hartree): 0.397410 0.398700 0.399237 0.497691 0.499668 0.500821 0.600784 0.601079 0.602735
Static alpha T eigenvalues, lowest and highest: -0.10236 0.07392
E, diagonalization (microhartree): -937.351321
E, trace of logarithm (microhartree): -937.351321
E, adiabatic connection (microhartree): -937.351321
E, RPA plasmon formula (microhartree): -937.351321
E, diagonalization (meV): -25.50663
dE/dlambda at 0.6, modes (microhartree): -1125.3839
dE/dlambda at 0.6, response (microhartree): -1125.3839
C9 (hartree bohr^9): 261.8182
Triangle angular factor: 1.36923
London sum (microhartree): -944.931129
ATM energy (microhartree): 9.233334
Order 2 from diagonalization (microhartree): -944.931129
Order 3 from diagonalization (microhartree): 9.233334
Order 4 from diagonalization (microhartree): -1.704600
Order 5 from diagonalization (microhartree): 0.057817
Order 6 from diagonalization (microhartree): -0.007108
Sum of orders 2 to 6 (microhartree): -937.351687
Sum of full pair energies (microhartree): -945.707954
Non-additive energy (microhartree): 8.356633
Order 4, pair part (microhartree): -0.775483
Order 4, three-body part (microhartree): -0.929117
Chain A-B-C, spacing 7.0 bohr: angular factor -2.0000, ATM = -1.622025 microhartree
Pair AB at 5.0 bohr, number states (microhartree): -2578.66334
Pair AB, normal modes (microhartree): -2578.66334
Axial dipole correlation, number states (e^2 bohr^2): 0.2175206
Axial dipole correlation, response (e^2 bohr^2): 0.2175206
Equilateral R^3 T eigenvalues, lowest and highest: -3.5000 2.5000
Equilateral bare frequency (hartree): 0.50
alpha/R^3 = 0.25: E = -0.07303709 hartree, series to order 200 = -0.07303709 hartree
alpha/R^3 = 0.34: E = -0.15002738 hartree
alpha/R^3 = 0.34, series term 10 (hartree): -0.013779
alpha/R^3 = 0.34, series term 20 (hartree): -0.026094
alpha/R^3 = 0.34, series term 40 (hartree): -0.295958
Lowest squared frequency at alpha/R^3 = 0.39 and 0.41 (hartree^2): 0.00625 -0.00625
PASS
```
